\section*{Decay length of a midgap defect state in a massive Dirac model}

\section{Problem}

Near one corner of the Brillouin zone, the band edges of a two-dimensional channel semiconductor are described by
\begin{equation}
H=v\,(k_x\sigma_x+k_y\sigma_y)+\Delta\,\sigma_z ,
\label{H}
\end{equation}
where $\mathbf k=-i\nabla$ is measured from that corner, the Pauli matrices act on the conduction and valence components, and energies are counted from midgap. The half-gap is $\Delta=0.83$ eV. The velocity parameter, $\hbar$ times the band velocity, is $v=3.51$ eV\,\AA. A neutral point defect, whose potential vanishes beyond a finite radius, binds a state at energy $E$ inside the gap.

\begin{enumerate}
\item Find how the wave function falls off far from the defect, including any power of the distance $r$.
\item Evaluate the decay length of the amplitude for a state at midgap, $E=0$.
\item Show that a short-range defect can place a state there.
\item Judge how well the number carries over to a real monolayer.
\end{enumerate}

The decay length $L$ is defined by the exponential factor $e^{-r/L}$ in the amplitude, not in the density.

\section{Hints}

\begin{enumerate}
\item Square $H$. The three Pauli matrices anticommute, so the cross terms cancel. What must $k_x^2+k_y^2$ be when $|E|<\Delta$?
\item For a round defect, try the spinor $\left(a(r),\,i e^{i\varphi}b(r)\right)$. The factor $i$ makes the radial equations real.
\item To read off the behaviour at large $r$, write $a=u/\sqrt r$. The first derivative then disappears.
\item For the third question, use a disc-shaped well and join the inner and outer solutions. Both components must be continuous.
\end{enumerate}

\section{Solution}

\subsection{The decay rate}

Because $\sigma_i\sigma_j+\sigma_j\sigma_i=0$ for $i\neq j$ and $\sigma_i^2=1$, squaring Eq.~\eqref{H} gives
\begin{equation}
E^2=\Delta^2+v^2(k_x^2+k_y^2).
\end{equation}
For $|E|<\Delta$ the sum $k_x^2+k_y^2$ is negative. Call it $-\kappa^2$, with
\begin{equation}
\kappa=\frac{\sqrt{\Delta^2-E^2}}{v}.
\label{kappa}
\end{equation}
No real wave vector satisfies this condition, so the state cannot propagate in the host. A wave with real $k_y$ has $k_x=\pm i\sqrt{\kappa^2+k_y^2}$. Its slowest decay along $x$ occurs at $k_y=0$, with rate $\kappa$. A point defect mixes all $k_y$, and the radial equation shows what survives at large distance.

\subsection{The radial tail}

Take first a round defect and the spinor $\left(a(r),\,ie^{i\varphi}b(r)\right)$, whose upper component does not depend on angle. In polar coordinates
\begin{equation}
k_x\mp i k_y=-i e^{\mp i\varphi}\left(\partial_r\mp\frac{i}{r}\partial_\varphi\right).
\end{equation}
The upper sign, acting on $ie^{i\varphi}b$, gives $b'+b/r$. The lower sign, acting on $a$, gives $-ie^{i\varphi}a'$. Outside the defect, the two rows of $H\psi=E\psi$ are therefore
\begin{align}
(\Delta-E)\,a+v\left(b'+\frac br\right)&=0,\label{row1}\\
v\,a'+(\Delta+E)\,b&=0,\label{row2}
\end{align}
where the second row has been divided by $-ie^{i\varphi}$. Equation~\eqref{row2} gives $b=-va'/(\Delta+E)$. Inserting this in Eq.~\eqref{row1} and multiplying by $(\Delta+E)/v^2$ yields
\begin{equation}
a''+\frac{a'}{r}=\frac{\Delta^2-E^2}{v^2}\,a=\kappa^2a .
\label{bessel}
\end{equation}
This is the modified Bessel equation of order zero. Its solution $I_0(\kappa r)$ grows and is discarded, which leaves $a=K_0(\kappa r)$. Since $K_0'=-K_1$,
\begin{equation}
a=K_0(\kappa r),\qquad b=\frac{v\kappa}{\Delta+E}\,K_1(\kappa r).
\label{spinor}
\end{equation}

For the asymptotic form, put $a=u\,r^{-1/2}$. Then
\begin{align}
\frac{a'}{r}&=u'r^{-3/2}-\tfrac12u\,r^{-5/2},\\
a''&=u''r^{-1/2}-u'r^{-3/2}+\tfrac34u\,r^{-5/2}.
\end{align}
The terms in $u'$ cancel in the sum, and Eq.~\eqref{bessel} becomes
\begin{equation}
u''=\left(\kappa^2-\frac{1}{4r^2}\right)u .
\label{u}
\end{equation}
At large $r$ the last term is negligible and the decaying solution is $u\propto e^{-\kappa r}$. The component $b$ is proportional to $a'$, so it carries the same exponential and the same leading power:
\begin{equation}
|\psi|\propto\frac{e^{-r/L}}{\sqrt r},\qquad
L=\frac1\kappa=\frac{v}{\sqrt{\Delta^2-E^2}} .
\label{L}
\end{equation}
Other angular dependences do not change this. Outside the defect, squaring $H$ shows that each component of $\psi$ obeys $\nabla^2\psi=\kappa^2\psi$. For a component proportional to $e^{im\varphi}$, the bracket in Eq.~\eqref{u} becomes $\kappa^2+(m^2-\tfrac14)/r^2$, which again tends to $\kappa^2$. A defect that is not round mixes different $m$, so the prefactor of the tail may depend on direction, but the exponential stays the same, and so does the power of $r$, except along a direction where that prefactor vanishes; there the power is higher, for example $r^{-3/2}$ at $\varphi=\pi/2$ when $a=K_1(\kappa r)\cos\varphi$.

\subsection{The number at midgap}

At $E=0$ the root reduces to $\Delta$, and
\begin{equation}
L=\frac v\Delta=\frac{3.51\ \text{eV\,\AA}}{0.83\ \text{eV}}
=4.23\ \text{\AA}=0.423\ \text{nm}.
\end{equation}
The exponential in the density is $e^{-2r/L}$, with length $L/2=2.11$ \AA. Putting the full gap of 1.66 eV in place of $\Delta$ would also give 2.11 \AA, but as a wrong value for the amplitude.

A single parabolic band gives a different answer. Near the conduction edge $E\simeq\Delta+v^2k^2/(2\Delta)$, so the band-edge mass is $m=\hbar^2\Delta/v^2=0.513\,m_0$, where $m_0$ is the free-electron mass. A level at depth $\Delta-E$ below that edge would then decay at the rate
\begin{equation}
\kappa_{\rm par}^2=\frac{2m(\Delta-E)}{\hbar^2}=\frac{2\Delta(\Delta-E)}{v^2},
\end{equation}
whereas Eq.~\eqref{kappa} reads $\kappa^2=(\Delta+E)(\Delta-E)/v^2$. The two agree for $E$ close to $\Delta$. At midgap the parabolic rate is too large by $\sqrt2$, and its length is 2.99 \AA. The valence band, which the parabolic estimate omits, makes the tail longer.

\subsection{A defect that binds the state}

Equation~\eqref{L} describes the tail of a midgap state if there is one. The perfect host does not supply it. Let the defect be a potential $-U_0$ for $r<R$. Inside, $E$ is replaced by $E+U_0$. At $E=0$ and $U_0>\Delta$, Eq.~\eqref{bessel} becomes $a''+a'/r=-q^2a$ with $vq=\sqrt{U_0^2-\Delta^2}$. The solution regular at the origin is
\begin{equation}
a=J_0(qr),\qquad b=\frac{vq}{\Delta+U_0}J_1(qr)=\sqrt{\frac{U_0-\Delta}{U_0+\Delta}}\;J_1(qr).
\end{equation}
The equations are of first order and the potential is finite, so $a$ and $b$ are both continuous at $R$. Equating the ratios $b/a$, with $v\kappa=\Delta$ in Eq.~\eqref{spinor}, gives
\begin{equation}
\sqrt{\frac{U_0-\Delta}{U_0+\Delta}}\;\frac{J_1(qR)}{J_0(qR)}=\frac{K_1(\kappa R)}{K_0(\kappa R)} .
\label{match}
\end{equation}
The right side is a fixed positive number. The left side starts from zero at $U_0=\Delta$ and grows without bound as $qR$ approaches the first zero of $J_0$. By continuity it passes through the required value, so for any radius $R$ some depth places a level at midgap.

For a chosen radius $R=2.0$ \AA, roughly the size of a vacancy, Eq.~\eqref{match} gives $U_0=3.53$ eV. Direct diagonalization of the radial Dirac operator with the unrounded depth, 3.5328 eV, finds the level 0.009 meV from midgap; the rounded depth moves it by 1.5 meV. In this state 46\% of the probability lies outside the well. The well is a model potential, not a calculated vacancy. Inside it $q=0.98$ \AA$^{-1}$, which is comparable to the size of the Brillouin zone, so Eq.~\eqref{H} is not reliable there. The well shows that the model admits a midgap level, not how deep a real defect potential must be.

The same numerical state shows why the power of $r$ matters when a length is fitted. Between $r_1=25$ \AA\ and $r_2=35$ \AA, the logarithmic slope of $\sqrt r\,|\psi|$ gives 4.22 \AA, while that of $|\psi|$ itself gives 3.94 \AA. The factor $r^{-1/2}$ adds $1/(2r)$ to the local decay rate. Its average over the window is
\begin{equation}
\frac{\ln(r_2/r_1)}{2(r_2-r_1)}=\frac{\ln 1.4}{20\ \text{\AA}}=0.017\ \text{\AA}^{-1},
\end{equation}
to be compared with $\kappa=0.2365$ \AA$^{-1}$. Even at six to eight decay lengths from the defect, a plain exponential fit is 7\% short of $L$.

\subsection{How far the number can be trusted}

The chosen $\Delta$ and $v$ are in the regime of monolayer MoS$_2$ as described by semilocal density-functional bands. The lattice constant of that material is roughly 3.2 \AA, so $\kappa$ times the lattice constant is 0.76. This is not small, and the long-wavelength model is being used near its limit. The following estimates change one thing at a time and keep the level at $E=0$; the material inputs are rough.

\emph{Band curvature.} Add $\beta k^2\sigma_z$ to $H$. With $k^2=-\kappa^2$ the midgap condition becomes $v\kappa=\Delta-\beta\kappa^2$. As a trial size, take the free-electron scale $|\beta|=\hbar^2/(4m_0)=1.905$ eV\,\AA$^2$. A positive $\beta$ of this size gives $L=4.72$ \AA\ and a negative one gives 3.59 \AA. The result is sensitive to this choice: at fixed $v$, a negative $\beta$ 1.5 times larger gives 3.13 \AA\ and one 1.9 times larger gives 2.45 \AA. In real bands $\beta$ and $v$ are tied together through the band-edge masses. A three-band nearest-neighbour tight-binding model of MoS$_2$ with a gap of 1.66 eV has $\beta\approx-4.1$ eV\,\AA$^2$ together with $v\approx4.3$ eV\,\AA, and its midgap tail is 4.4 to 4.5 \AA. A term $\alpha k^2$ common to both bands enters as $v^2\kappa^2=\Delta^2-\alpha^2\kappa^4$; with the same coefficient it gives 4.26 \AA. The same condition also has a real solution, $k=1.86$ \AA$^{-1}$. It is discarded because it lies farther from the corner than the zone centre does (1.31 \AA$^{-1}$), where an expansion in small $k$ no longer applies.

\emph{Lattice spacing.} A honeycomb lattice with site energies $\pm\Delta$ and hopping $t=2v/(\sqrt3\,a_0)=1.27$ eV, where $a_0$ is the lattice constant, has the same gap and velocity. Along a lattice row its midgap wavenumber obeys $\left[1+2\cos(k_xa_0/2)\right]^2=-\Delta^2/t^2$, and the imaginary part of $k_x$ gives $L=4.41$ \AA. This lattice stands in for the real bands and does not reproduce them.

\emph{Gap.} Narrowing of the gap by about 0.06 eV on warming to 300 K gives 4.39 \AA\ at fixed $v$. A larger change comes from electron interactions. The quasiparticle gap of a weakly screened monolayer is larger than the semilocal one; taking 2.4 eV gives 2.93 \AA\ if $v$ is held fixed, and 3.52 \AA\ if the band-edge mass is held fixed, which requires $v\propto\sqrt\Delta$.

With the trial size of $\beta$ and a gap of 2.4 eV, the gap gives the largest shift: it shortens $L$ by 17 to 31\% relative to 4.23 \AA. Taken one at a time, these inputs put the midgap tail at about 3 to 5 \AA, roughly one to one and a half lattice constants. Both the ranking and the range depend on the inputs: a negative $\beta$ only 1.2 times the trial size shortens $L$ by 19\%, and a gap of 2.8 eV at fixed $v$ gives 2.51 \AA. Combined, they can leave that range: the 2.4 eV gap at fixed $v$ together with the negative $\beta$ gives 2.2 \AA. In a real device the surroundings also alter the screening and hence the gap, and the level need not lie at midgap, so both should be known before a length is quoted. A charged defect lies outside the derivation because its potential does not end at a finite radius.

\section{Variation 1: a level away from midgap}

\emph{Move the level 0.30 eV towards the conduction band. How does the tail change?}

Equation~\eqref{L} gives
\begin{equation}
L=\frac{3.51}{\sqrt{0.83^2-0.30^2}}\ \text{\AA}=4.54\ \text{\AA},
\end{equation}
which is 7\% longer than at midgap. The change is modest because $L$ depends on $E^2$: for small $E$, $L\simeq(v/\Delta)\left[1+E^2/(2\Delta^2)\right]$. A shift of the same size towards the valence band gives the same length, because Eq.~\eqref{H} is symmetric between electrons and holes; bands with unequal masses do not share this symmetry. Midgap is where $L$ is shortest at fixed $\Delta$ and $v$.

The two directions differ in the composition of the tail. From Eq.~\eqref{spinor}, and because $K_1/K_0\to1$ at large argument,
\begin{equation}
\frac ba\to\frac{v\kappa}{\Delta+E}=\sqrt{\frac{\Delta-E}{\Delta+E}} .
\end{equation}
The components are equal at midgap, and the conduction component dominates for $E>0$. As $E\to\Delta$ the length diverges as $v/\sqrt{2\Delta(\Delta-E)}$, which is the parabolic-band result found above.

\section{Variation 2: a spin-split valence band}

\emph{Spin--orbit coupling splits the valence edge by about 0.15 eV. Find $L$ for each spin near this corner of the zone, with the conduction edge, the level and $v$ held fixed.}

Let the edges be $E_c=\Delta$ and $E_v=-\Delta+\delta$, with $\delta=\pm0.075$ eV for the two spins. The determinant of $H-E$ now gives
\begin{equation}
(E_c-E)(E_v-E)-v^2k^2=0 .
\end{equation}
Setting $k^2=-\kappa^2$,
\begin{equation}
v^2\kappa^2=(E_c-E)(E-E_v).
\end{equation}
The decay rate is set by the geometric mean of the distances to the two band edges. At $E=0$,
\begin{equation}
L=\frac{v}{\sqrt{\Delta(\Delta-\delta)}}=
\begin{cases}
4.43\ \text{\AA}, & \delta=+0.075\ \text{eV},\\
4.05\ \text{\AA}, & \delta=-0.075\ \text{eV}.
\end{cases}
\end{equation}
Near this corner, the spin whose valence edge lies closer to the level has the longer tail. At the opposite corner the two spins exchange roles. A nonmagnetic defect sharp enough to mix the corners can give each spin both exponentials. The longer one wins in the end, but slowly: the ratio of the two changes by a factor $e$ only every 47 \AA, about eleven decay lengths. Where the tail is still appreciable, both can matter. The two lengths differ from the unsplit value by 5\% and 4\%, less than the shifts found for the term $\beta k^2\sigma_z$ or for the larger gap.

\section*{Calculated quantities}
\begin{verbatim}
half-gap D = 0.83 eV
full gap 2D = 1.66 eV
velocity parameter v = 3.51 eV angstrom
midgap decay rate kappa = 0.2365 1/angstrom
midgap amplitude length L = 4.229 angstrom
midgap amplitude length L = 0.4229 nm
density length L/2 = 2.114 angstrom
wrong length from full gap = 2.114 angstrom
band-edge mass = 0.513 m0
one-band parabolic length = 2.990 angstrom
-- disc-shaped well, midgap state --
well radius R = 2.0 angstrom
well depth U0 from matching = 3.5328 eV
level from diagonalization = -0.009 meV
tail window = 25.0 to 35.0 angstrom
tail length, sqrt(r) removed = 4.218 angstrom
tail length, sqrt(r) ignored = 3.939 angstrom
probability outside well = 46.4 %
-- neglected effects, rough inputs --
level displacement = 0.30 eV
L for displaced level = 4.536 angstrom
valence spin splitting = 0.15 eV
L, valence edge raised = 4.434 angstrom
L, valence edge lowered = 4.050 angstrom
hbar^2/(4 m0) = 1.905 eV angstrom^2
L, mass term +k^2 = 4.716 angstrom
L, mass term -k^2 = 3.590 angstrom
L, scalar k^2 term = 4.263 angstrom
lattice constant = 3.2 angstrom
kappa times lattice constant = 0.757
honeycomb hopping = 1.267 eV
L on honeycomb along x = 4.409 angstrom
gap narrowing up to 300 K = 0.06 eV
L with narrowed gap = 4.388 angstrom
quasiparticle gap = 2.4 eV
L, that gap, v fixed = 2.925 angstrom
L, that gap, mass fixed = 3.517 angstrom
\end{verbatim}
